# First flexural frequency of a silicon microcantilever

A silicon cantilever has length $L=100$ µm, thickness $t=1$ µm and a rectangular section of width $b$. Its Young's modulus along its length is $E=169$ GPa and its density is $\rho=2329$ kg/m³. One end is rigidly clamped and the other is free. It vibrates with small amplitude across its thickness, in vacuum unless stated otherwise. Time is written $\tau$, since $t$ is the thickness.

## Part (a): Equation of motion

**Question.** Derive the equation for the deflection $u(x)$ at angular frequency $\omega$, and state the end conditions. Neglect shear deformation and rotary inertia.

**Answer.** Let $y$ be the height above the mid-plane. Without shear deformation a cross-section stays perpendicular to the bent axis, so it turns by $u'$ and a point at height $y$ moves along the beam by $-yu'$. The axial strain is therefore $-yu''$. If the sides are free to contract, the axial stress is $\sigma=-Eyu''$. With $A=bt$, the bending moment is

$$M=-\int y\sigma\,dA=EIu'',\qquad I=b\int_{-t/2}^{t/2}y^2dy=\frac{bt^3}{12}.$$

Let $Q$ be the upward force on the right face of a slice of length $dx$. The left face feels $-Q$, so Newton's law for the slice is $Q'=\rho A\,\partial^2u/\partial\tau^2=-\rho A\omega^2u$. The torques on the slice must balance when its rotary inertia is neglected: $M'dx+Q\,dx=0$, so $Q=-M'=-EIu'''$. Inserting this in the force equation gives

$$EIu''''=\rho A\omega^2u .$$

The clamp fixes position and slope, $u(0)=u'(0)=0$. The free end carries neither moment nor force, so $u''(L)=u'''(L)=0$.

## Part (b): Allowed frequencies

**Question.** Find the frequency condition and a formula for the lowest frequency $f_1$.

**Answer.** Put $\xi=x/L$ and let primes now mean $d/d\xi$. Then

$$u''''=\beta^4u,\qquad \beta^4=\frac{\rho A\omega^2L^4}{EI}.$$

The general solution combines $\cosh\beta\xi$, $\cos\beta\xi$, $\sinh\beta\xi$ and $\sin\beta\xi$. The condition $u(0)=0$ makes the first two coefficients opposite, and $u'(0)=0$ does the same for the last two:

$$u=C(\cosh\beta\xi-\cos\beta\xi)+D(\sinh\beta\xi-\sin\beta\xi).$$

Two and three differentiations, evaluated at $\xi=1$, give

$$C(\cosh\beta+\cos\beta)+D(\sinh\beta+\sin\beta)=0,$$
$$C(\sinh\beta-\sin\beta)+D(\cosh\beta+\cos\beta)=0.$$

A nonzero solution requires a vanishing determinant:

$$(\cosh\beta+\cos\beta)^2-(\sinh^2\beta-\sin^2\beta)=2+2\cos\beta\cosh\beta=0,$$

where $\cosh^2\beta-\sinh^2\beta=1$ and $\cos^2\beta+\sin^2\beta=1$ were used. Thus $\cos\beta=-1/\cosh\beta$.

There is no root for $0<\beta\le\pi/2$, where the cosine is not negative. Between $\pi/2$ and $\pi$ the left side falls from 0 to $-1$ while the right side rises and stays between these values, so there is one crossing. Numerically it lies at $\beta_1=1.8751$. Since $I/A=t^2/12$, solving the definition of $\beta$ for $\omega=2\pi f$ gives

$$f_1=\frac{\beta_1^2}{2\pi\sqrt{12}}\,\frac{t}{L^2}\sqrt{\frac E\rho}.$$

The width has cancelled: it multiplies stiffness and mass equally. Enlarging length and thickness by the same factor divides $f_1$ by that factor.

## Part (c): Numerical value

**Question.** Evaluate $f_1$ and compare it with the second flexural frequency.

**Answer.** The numerical prefactor is $0.16154$, the geometrical factor is $t/L^2=100$ m⁻¹, and $\sqrt{E/\rho}=8518$ m/s. Hence

$$f_1=0.16154\times100\times8518\ \text{s}^{-1}=137.6\ \text{kHz},$$

or 138 kHz to three figures. The period is 7.27 µs. The next root, $\beta_2=4.694$, gives $f_2=862$ kHz. The ratio $f_2/f_1=(\beta_2/\beta_1)^2=6.27$ is not an integer, so these overtones are not harmonic.

## Part (d): An energy check

**Question.** Estimate $f_1$ from the shape $v=\xi^4-4\xi^3+6\xi^2$. Why can the estimate not lie below the frequency of the beam model?

**Answer.** This is the shape under a uniform load: $v''''=24$ is constant, and $v''=12(1-\xi)^2$ and $v'''=-24(1-\xi)$ vanish at the free end. Equating the greatest bending energy, $\frac12EI\int(d^2u/dx^2)^2dx$, to the greatest kinetic energy, $\frac12\rho A\omega^2\int u^2dx$, gives

$$\beta^4\simeq R=\frac{\int_0^1v''^2d\xi}{\int_0^1v^2d\xi}.$$

The numerator is $144\int_0^1(1-\xi)^4d\xi=144/5$. The denominator is

$$\int_0^1(\xi^8-8\xi^7+28\xi^6-48\xi^5+36\xi^4)d\xi=\frac19-1+4-8+\frac{36}5=\frac{104}{45}.$$

Thus $R=162/13=12.46$, against $\beta_1^4=12.36$. The estimate is 138.2 kHz, which is 0.40 % above the result of part (c).

For the bound, let $\phi_n$ be the modes. Two integrations by parts, whose end terms vanish, give $\int\phi_m''\phi_n''=\beta_n^4\int\phi_m\phi_n$. Exchanging $m$ and $n$ shows that both integrals vanish for $\beta_m\ne\beta_n$. Expanding $v=\sum c_n\phi_n$ in the complete set of normalized modes yields $R=\sum c_n^2\beta_n^4/\sum c_n^2\ge\beta_1^4$.

## Part (e): Shear and rotary inertia

**Question.** Find the leading correction for shear deformation and rotary inertia. Take the shear modulus $G=80$ GPa, a rough value for silicon bent in this plane.

**Answer.** Axial stress linear in $y$ must be balanced along the beam by a shear stress whose $y$-derivative is also linear. As it vanishes on both faces, it is $(3Q/2A)(1-4y^2/t^2)$. The section average of $(1-4y^2/t^2)^2$ is $8/15$, so the shear energy per length is

$$\frac{1}{2G}\,\frac{9Q^2}{4A}\,\frac8{15}=\frac{Q^2}{2\kappa GA},\qquad\kappa=\frac56 .$$

The section now turns by an angle $\theta$ different from the slope. Measure lengths in $L$, moments in $EI/L$ and forces in $EI/L^2$. With $\lambda=\beta^4$, $s=t^2/(12L^2)$ and $e=E/(\kappa G)$, the beam equations are

$$u'=\theta+esQ,\quad\theta'=M,\quad M'=-Q-\lambda s\theta,\quad Q'=-\lambda u .$$

Let $\phi$ be the first mode for $s=0$, with $\phi''''=\lambda_0\phi$. Multiply the last equation by $\phi$ and integrate by parts repeatedly. The end terms vanish because $u=\theta=0$ at the clamp and $M=Q=0$ at the free end, with the matching conditions on $\phi$:

$$-\lambda\!\int\! u\phi=-\!\int\! Q\phi'=\int\! M'\phi'+\lambda s\!\int\!\theta\phi',$$
$$\int\! M'\phi'=-\!\int\!\theta'\phi''=\int\!\theta\phi'''=-\lambda_0\!\int\! u\phi-es\!\int\! Q\phi'''.$$

To first order in $s$, replace $u,\theta,Q$ in the correction terms by $\phi,\phi',-\phi'''$. Since $\int\phi''^2=\lambda_0\int\phi^2$,

$$\frac{\lambda-\lambda_0}{\lambda_0}=-s(J_1+eJ_3),\qquad J_1=\frac{\int\phi'^2}{\int\phi^2},\quad J_3=\frac{\int\phi'''^2}{\int\phi''^2}.$$

The frequency varies as $\sqrt\lambda$, so its relative shift is half of this:

$$\frac{\delta f}{f_1}=-\frac{t^2}{24L^2}(J_1+eJ_3).$$

The two integrals are equal. The function $\phi''(1-\xi)$ obeys the same differential equation and end conditions as $\phi(\xi)$, so it is proportional to $\phi$. Their value is 4.648, and $e=2.535$. Therefore

$$\frac{\delta f}{f_1}=-\frac{10^{-4}}{24}\times4.648\times(1+2.535)=-6.8\times10^{-5},$$

or $-0.007$ %. Shear contributes $e$ times as much as rotary inertia.

A two-dimensional calculation that lets the sections warp tests the size of this correction. It uses silicon's cubic constants from part (f) and no stress across the width. Across the thickness, the axial displacement is a cubic polynomial and the transverse one a quadratic. The clamp keeps the end section flat and fixes its height only at the mid-plane. At $t/L=0.01$ its frequency is 0.9999 times the thin-beam value. At $t/L=0.1$ the factor is 0.9927, against 0.9932 from the four equations above. The last digit of 0.9927 is not converged. A finer description along the beam near the clamp lowers it to 0.9926. In full elasticity a support at a single point gives way without limit, so higher polynomials across the thickness keep lowering it slowly, to 0.9922 at degree 31. Fixing the mean height of the end section instead gives 0.9935, which stays put under refinement. A clamp that also prevents the end section from changing thickness stiffens the beam near that end. At $t/L=0.01$ this raises the frequency by more than shear and rotary inertia lower it, so $-0.007$ % is the share of those two effects, not the whole departure from the thin-beam value. All these effects are small for $t\ll L$, which holds well here.

## Part (f): Crystal direction and width

**Question.** The beam lies along [110], with its thickness along [001]. Use rough constants $C_{11}=166$, $C_{12}=64$ and $C_{44}=80$ GPa to find the effect of cutting it along [100] instead, with dimensions unchanged. What happens if sideways strain is suppressed?

**Answer.** On the cube axes the elastic law is $\sigma_{xx}=C_{11}\varepsilon_{xx}+C_{12}(\varepsilon_{yy}+\varepsilon_{zz})$, with its cyclic partners, and $\sigma_{xy}=2C_{44}\varepsilon_{xy}$. A stress $\sigma$ along [110] has $\sigma_{xx}=\sigma_{yy}=\sigma_{xy}=\sigma/2$. From $\sigma_{zz}=0$ follows $\varepsilon_{zz}=-2C_{12}\varepsilon_{xx}/C_{11}$. Inserting this in the equation for $\sigma_{xx}$ gives

$$\varepsilon_{xx}=\varepsilon_{yy}=\frac{C_{11}\sigma}{2\Delta},\quad\Delta=(C_{11}-C_{12})(C_{11}+2C_{12}),\quad\varepsilon_{xy}=\frac{\sigma}{4C_{44}}.$$

The strain along [110] is $\varepsilon_{xx}+\varepsilon_{xy}$, and across the width it is $\varepsilon_{xx}-\varepsilon_{xy}$. Hence

$$\frac1{E_{110}}=\frac{C_{11}}{2\Delta}+\frac1{4C_{44}},\qquad
\nu=\frac{\varepsilon_{xy}-\varepsilon_{xx}}{\varepsilon_{xy}+\varepsilon_{xx}} .$$

These give $E_{110}=170$ GPa, consistent with the stated 169 GPa, and $\nu=0.061$.

For stress along [100], zero side stress gives $\varepsilon_{yy}=\varepsilon_{zz}=-C_{12}\varepsilon_{xx}/(C_{11}+C_{12})$. Then $E_{100}=\Delta/(C_{11}+C_{12})=130$ GPa. Since $f\propto\sqrt E$, the frequency falls by 12.3 %. The value 169 GPa thus carries a crystal direction with it.

If sideways strain is suppressed, a side stress $\nu\sigma$ is needed to cancel the sideways contraction. By symmetry the modulus and Poisson ratio are the same with the two directions exchanged, so the side stress reduces the axial strain to $(1-\nu^2)\sigma/E$. The effective modulus is $E/(1-\nu^2)$, and the frequency rises by 0.18 %. The effect is small because $\nu$ is small in this orientation.

## Part (g): Operation in air

**Question.** Estimate the frequency shift and quality factor in air for $b=10$ µm. Replace each section by a cylinder of radius $a=b/2$. Use rough values $\rho_a=1.2$ kg/m³ and $\eta=1.8\times10^{-5}$ Pa s.

**Answer.** Take incompressible flow, amplitudes much smaller than $a$, and a time factor $e^{-i\omega\tau}$. The air velocity $\mathbf v$ and pressure $p$ obey

$$-i\omega\rho_a\mathbf v=-\nabla p+\eta\nabla^2\mathbf v,\qquad\nabla\cdot\mathbf v=0 .$$

Let the cylinder velocity be $U$ along $\vartheta=0$. Set $v_r=(F/r)\cos\vartheta$ and $v_\vartheta=-F'\sin\vartheta$, which satisfies continuity. The curl of the momentum equation shows that the vorticity $\zeta$ obeys $\nabla^2\zeta=k^2\zeta$, with $k^2=-i\omega\rho_a/\eta$. The decaying solution is a potential flow plus a viscous part:

$$F=\frac{c_1}{r}+c_2K_1(kr),\qquad \mathrm{Re}\,k>0,$$

where $K_0,K_1$ are modified Bessel functions. No slip requires $F(a)=Ua$ and $F'(a)=U$. With $z=ka$ and $K_1'(z)=-K_0-K_1/z$, these read

$$\frac{c_1}{a}+c_2K_1=Ua,\qquad-\frac{c_1}{a}-c_2zK_0-c_2K_1=Ua,$$

the second having been multiplied by $a$. Their sum gives $c_2=-2Ua/(zK_0)$, and the first then gives $c_1=Ua^2[1+2K_1/(zK_0)]$.

The pressure balances the inertia of the potential part, so $p=-i\omega\rho_ac_1\cos\vartheta/r$. At the surface of a rigidly translating body, continuity and no slip remove the viscous normal stress and reduce the shear stress to $\eta\zeta=-\eta k^2c_2K_1\sin\vartheta=i\omega\rho_ac_2K_1\sin\vartheta$. The force per length along the motion is

$$\int_0^{2\pi}(-p\cos\vartheta-\eta\zeta\sin\vartheta)\,a\,d\vartheta
=i\pi\omega\rho_a(c_1-ac_2K_1)=i\omega m_aU .$$

Using $ac_2K_1=Ua^2-c_1$ gives

$$m_a=\pi\rho_aa^2\Gamma,\qquad\Gamma=1+\frac{4K_1(z)}{zK_0(z)} .$$

The acceleration is $-i\omega U$, so the real part of $m_a$ acts as added mass. The imaginary part gives a drag $-\omega\,\mathrm{Im}(m_a)U$.

At $f_1$, $|z|^2=1.44$ and $\Gamma=3.446+3.585i$. Integrating the kinetic energy and the viscous dissipation over the flow field gives the same real and imaginary parts, which tests the force formula. For $|z|\to\infty$, $\Gamma\to1$; here viscosity raises the added mass to more than three times that limit.

The beam has mass $\rho A=2.33\times10^{-8}$ kg/m, and $\pi\rho_aa^2=9.42\times10^{-11}$ kg/m. Replacing $\rho A$ by $\rho A+\mathrm{Re}\,m_a$ in part (a) gives

$$\frac{f_{\rm air}}{f_1}=\left(1+\frac{9.42\times10^{-11}\times3.45}{2.33\times10^{-8}}\right)^{-1/2}=0.993,$$

a shift of about $-0.7$ %. The ratio of stored energy to energy lost per radian is

$$Q_{\rm air}=\frac{\rho A+\mathrm{Re}\,m_a}{\mathrm{Im}\,m_a}\simeq70 .$$

Both are estimates. The same flow equations, solved for a flat strip of zero thickness and width $b$, give $\Gamma=3.28+3.19i$, a shift of $-0.66$ % and $Q_{\rm air}\simeq78$. The cylinder is thus close for the shift but about 10 % low for the quality factor. The finite thickness, the free end and any nearby surface are left out in both.

## Part (h): Trust in a real device

**Question.** Find the effect of a thickness 5 % too large, a clamp undercut by 1 µm, and warming by 50 K. Take rough coefficients of $-60$ ppm/K for $E$ and $2.6$ ppm/K for length. Which digits of $f_1$ are meaningful?

**Answer.** Thickness enters linearly, so the first error shifts $f_1$ by $+5$ %. If the undercut simply lengthens the beam, the factor is $(100/101)^2$, a shift of $-1.97$ %. On warming, expansion by a factor $g$ changes $t/L^2$ by $g^{-1}$ and $\rho^{-1/2}$ by $g^{3/2}$, leaving $g^{1/2}$. The relative shift is therefore $\frac12(-60+2.6)\times10^{-6}\times50=-0.14$ %. With these coefficients, typical of lightly doped silicon, softening dominates expansion; heavy doping changes the coefficient of $E$ considerably.

Real devices depart from the ideal clamp, the nominal thickness and the vacuum; for the values assumed here these departures move the frequency by about 2 %, 5 % and 0.7 %. The ideal model supports 138 kHz. A device whose thickness is known to 5 % supports only "about 140 kHz", with an uncertainty near 7 kHz from thickness alone. The numerical output below lists the values used.

## Numbers as computed

```
length 100 um, thickness 1 um
width (for air only) 10 um
modulus 169 GPa, density 2329 kg/m3
beta1 1.875104, beta1^2 3.51602
beta1^4 12.3624; transfer matrix 12.3624
prefactor 0.16154
sqrt(E/rho) 8518.4 m/s
t/L^2 100.0 1/m
first frequency f1 137.61 kHz
period 7.267 us
beta2 4.69409, second frequency 862.4 kHz
frequency ratio f2/f1 6.267
Rayleigh integrals 28.8000, 2.3111
Rayleigh beta^4 12.4615, f 138.16 kHz
Rayleigh excess 0.40 %
mode shape constant sigma 0.73410
J1 4.6478, J3 4.6478, E/(kappa G) 2.535
shear+rotary shift, first order -0.00685 %
shear+rotary shift, full beam -0.00684 %
2D elasticity / thin beam, t/L=0.01: 0.9999
2D elasticity / thin beam, t/L=0.1: 0.9927
shear beam / thin beam, t/L=0.1: 0.9932
rough C11, C12, C44: 166, 64, 80 GPa
E along <110> 169.7 GPa, <100> 130.4 GPa
Poisson ratio across width 0.0606
shift if cut along <100> -12.3 %
shift in wide limit +0.18 %
rough air density 1.2 kg/m3, viscosity 1.8e-05 Pa s
|z|^2 1.441
Gamma real 3.446, imaginary 3.585
from flow energy 3.446, loss 3.585
beam mass per length 2.329e-08 kg/m
air mass pi rho a^2 9.425e-11 kg/m
shift in air -0.69 %, Q from air 70
thickness error +5 %: shift +5.0 %
undercut 1 um: shift -1.97 %
rough modulus slope -60 ppm/K, expansion 2.6 ppm/K
warming 50 K: shift -0.14 %
```
